# The two-loop coefficient $B_{40}$ for S states of hydrogen, part 2

An electron is bound to a spinless point nucleus of charge $Z$ in a state $nS_{1/2}$, $Z\alpha\ll 1$. Only electron loops enter the vacuum polarization. The task is (a) to find $B_{40}$ in

$$\Delta E=\left(\frac{\alpha}{\pi}\right)^2 (Z\alpha)^4\, mc^2\,\frac{B_{40}}{n^3}$$

in closed form and as a number, and (b) to convert it to an energy and a frequency for hydrogen 1S, with an infinitely heavy nucleus and then with the proton mass.

Atomic units: $\hbar=m=e=1$, $c=1/\alpha$, $V(r)=-Z/r$, Hartree energy $E_h=1$. The momentum transfer has $q^2=q_0^2-\mathbf q^2$, and $Q^2=\mathbf q^2$.

The vertex has form factors $F_1$ (charge, $F_1(0)=1$) and $F_2$ (Pauli). The $(\alpha/\pi)^2$ part of $F_1$ is $F_1'\,q^2/(mc)^2$ at small $q^2$; that of $F_2(0)$ is called $F_2$. Given:

$$F_1'=-\frac{4819}{5184}-\frac{49\pi^2}{432}+\frac{\pi^2}{2}\ln2-\frac34\zeta(3)=0.4699415,$$

$$F_2=\frac{197}{144}+\frac{\pi^2}{12}-\frac{\pi^2}{2}\ln2+\frac34\zeta(3)=-0.3284790 .$$

Electron-loop insertion supplies $77\pi^2/864-1099/1296$ of $F_1'$ and $119/36-\pi^2/3$ of $F_2$.

Polarization multiplies $V(\mathbf q)$ by $1+\Pi+\Pi^2+\dots$, with $\Pi=(\alpha/\pi)\Pi_1+(\alpha/\pi)^2\Pi_2$. At small momentum $\Pi_2=\Pi'\,\mathbf q^2/(mc)^2$, with the Källén-Sabry constant $\Pi'=41/162$. Also

$$\Pi_k(Q^2)=\frac13\int_{4(mc)^2}^\infty ds\,\frac{r_{k-1}(s)\,Q^2}{s\,(s+Q^2)},\qquad s=\frac{4(mc)^2}{1-v^2},$$

with $r_0=v(3-v^2)/2$ and, for $p=(1-v)/(1+v)$, $\Lambda=2\ln(1-p)+\ln(1+p)$,

$$r_1=\frac{(3-v^2)(1+v^2)}{2}\left[2\,\mathrm{Li}_2(p)+\mathrm{Li}_2(p^2)+\Lambda\ln p\right]-v(3-v^2)\Lambda$$

$$\qquad-\frac{(1-v)(33-39v-17v^2+7v^3)}{16}\ln p+\frac{3v(5-3v^2)}{8}.$$

The one-loop polarization (Uehling) contribution is $-4/15$.

With $|\psi(0)|^2=Z^3/(\pi n^3)$, the result for S states is

$$\delta V=\left(\frac{\alpha}{\pi}\right)^2\left[F_1'+\frac{F_2}{4}-\Pi'\right]\alpha^2\nabla^2V,\qquad B_{40}=4F_1'+F_2-4\Pi' .$$

The "tempting solution" kept only the spin-orbit part of the Pauli term, lost $F_2$, and got $0.867420$. "The program" is the numerical check whose output ends the text.

### Why nothing else enters at this order

For any factor $1+\Phi(\mathbf q^2)$ multiplying the potential, the first-order shift in a Schrödinger state with density transform $\rho(q)=\int|\psi|^2e^{i\mathbf q\cdot\mathbf r}d^3r$ is

$$\delta E=\int\frac{d^3q}{(2\pi)^3}\left(-\frac{4\pi Z}{q^2}\right)\Phi\,\rho=-\frac{2Z}{\pi}\int_0^\infty dq\,\Phi(q^2)\,\rho(q),$$

and for 1S $\rho=16Z^4/(4Z^2+q^2)^2$. For $\Phi=b\,\alpha^2q^2$ the integral $\int_0^\infty q^2dq/(4Z^2+q^2)^2=\pi/8Z$ gives $\delta E=-4b\,\alpha^2Z^4$, the weight found above. The program folds unexpanded functions with $\rho$ for $n=1,2,3$, namely $\Pi_2(Q^2)$ and the one-loop $F_1-1$ with a massive photon, and extrapolates to $Z\alpha\to0$; the weights relative to the slopes come out as $-4.00000$ and $+4.00000$.

Products of one-loop factors also carry $(\alpha/\pi)^2$: the reducible term $\Pi_1^2$ and the cross terms of $\Pi_1$ with $F_1-1$ or with the one-loop Pauli term. Each factor starts at $q^2$, so $\Phi\propto\alpha^4q^4$ up to $q\sim mc$. The integral is then controlled by $q\sim mc$, where $\rho\to16Z^4/q^4$, and $\delta E\to-(32Z^5/\pi)\int\Phi\,dq/q^4$. Scaling $q$ by $mc$ shows that the integral is $\alpha^3$ times a number, so the shift is of order $\alpha^3Z^5$, smaller than $\alpha^2Z^4$ by $Z\alpha$. When $Z\alpha$ is halved, the ratio of such a shift to $\alpha^2Z^4$ should halve. The program tests this for $\Pi_1^2$ and for $\Pi_1(F_1-1)$ with a massive photon and finds $0.5004$ and $0.5003$.

The remaining classes are excluded by power counting, which gives orders of magnitude and is not tested numerically. In these estimates $mc^2$ is the unit of energy and $mc$ that of momentum.

A one-loop contact potential has strength $\kappa\sim(\alpha/\pi)Z\alpha$. In second order it gives $|\psi(0)|^2\kappa^2\int d^3k/k^2$, which grows linearly with the upper limit. A limit of order 1, where the form factors cut it off, gives $(\alpha/\pi)^2(Z\alpha)^5$, and atomic momenta give $(\alpha/\pi)^2(Z\alpha)^6$, up to logarithms of $Z\alpha$.

Diagrams with two Coulomb exchanges inside the loops produce local operators quadratic in the field. A term $V^2$ would be of order $(Z\alpha)^4$, but it is forbidden: a constant added to $V$ must shift every level by just that constant, so the induced operators contain only gradients of $V$. The operator $(\nabla V)^2$ has the expectation value $(Z\alpha)^2|\psi(0)|^2\int d^3r/r^4$ cut off at $r\sim1$, which is again $(Z\alpha)^5$.

At one loop, photons with energies of atomic size contribute at the leading order through the Bethe logarithm. Each such photon costs a factor $\alpha v^2\sim\alpha(Z\alpha)^2$ on the binding energy $(Z\alpha)^2$, so one gives $\alpha(Z\alpha)^4$ and two give $\alpha^2(Z\alpha)^6$, up to logarithms. A hard loop does not change the dipole coupling of a soft photon at leading order, since $F_1(0)=1$ and $\Pi(0)=0$. The free vertex reflects this. With a photon mass $\lambda$ the one-loop slope contains $\frac13\ln(m/\lambda)$, which is matched by the Bethe logarithm. Soft-photon logarithms exponentiate (a general theorem, used here as known), with an exponent proportional to $q^2$ at small $q^2$. At two loops the logarithm therefore appears squared or multiplied by the finite one-loop part of $F_1-1$, both of order $q^4$, and the two-loop slope is the finite number given.

### Checks on the data

The sign convention for $F_1'$ matters most, since $4F_1'$ is the largest term. The one-loop vertex with photon mass $\lambda$ in units of $m$, and $t=q^2/(mc)^2$, is, as a coefficient of $\alpha/\pi$,

$$\delta F_1=\frac12\int dx\,dy\,dz\,\delta(x+y+z-1)\left[\ln\frac{\Delta_0}{\Delta}+\frac{N+t(1-x)(1-y)}{\Delta}-\frac{N}{\Delta_0}\right],$$

with $w=1-z$, $N=1-4z+z^2$, $\Delta_0=w^2+z\lambda^2$ and $\Delta=\Delta_0-xyt$. To first order in $t$ the bracket is $t\,[xy/\Delta_0+(1-x)(1-y)/\Delta_0+Nxy/\Delta_0^2]$. At fixed $z$, $y=w-x$, so $\int_0^wxy\,dx=w^3/6$, and $(1-x)(1-y)=z+xy$ integrates to $zw+w^3/6$. The slope is

$$f(\lambda^2)=\frac12\int_0^1dz\left[\frac{zw+w^3/3}{\Delta_0}+\frac{Nw^3}{6\Delta_0^2}\right].$$

For $\lambda\to0$ let $L=\ln(1/\lambda)$. The singular integrals are $\int_0^1w\,dw/(w^2+\lambda^2)\to L$ and $\int_0^1w^3dw/(w^2+\lambda^2)^2\to L-\frac12$. With $z=1-w$ the first term gives $L-1+\frac16$. With $N=-2+2w+w^2$ the second gives $\frac16[-2(L-\frac12)+2+\frac12]=-\frac L3+\frac7{12}$. The sum is $\frac23L-\frac14$, and $f=\frac13[\ln(m/\lambda)-\frac38]$. The slope is positive in this convention, as it must be for the self-energy to raise S levels. The program finds the constant $-0.37482$ at $\lambda/m=10^{-4}$; terms such as $\int_0^1w^2dw/(w^2+\lambda^2)=1-\pi\lambda/2+\dots$ make the approach linear in $\lambda$. The same weights give the one-loop sum $4f+\frac12-\frac4{15}=\frac43\ln(m/\lambda)-\frac4{15}$, in which the Schwinger moment $\frac12$ cancels $-4\cdot\frac18$.

An electron loop in the vertex photon replaces it by a superposition of massive photons, because $\Pi_1/Q^2=\frac13\int(ds/s)\,r_0/(s+Q^2)$. The loop-insertion part of $F_1'$ is therefore $\frac13\int(ds/s)\,r_0\,f$ with $\lambda^2=s/(mc)^2$, and that of $F_2$ follows with $f$ replaced by the massive-photon anomaly $\int_0^1zw^2dz/\Delta_0$. The quadratures give $0.0315890$ and $0.0156874$, matching the closed forms stated in the problem. These parts are already inside $F_1'$ and $F_2$ and are not added again; $\Pi'$ refers only to the Coulomb line.

The full $F_2$ is tested against the electron anomaly $a_e$ in the constants table. The quantity $[a_e-\alpha/2\pi]/(\alpha/\pi)^2$ is $-0.3257446$, which exceeds $F_2$ by $0.0027$, or about $1.2\,\alpha/\pi$, the size that a three-loop coefficient of order one would produce. The part of $F_1'$ with two virtual photons, $0.4699415-0.0315890=0.4383525$, has no independent test here and rests on the given data.

### The sum

The four kinds of number in $4F_1'+F_2-82/81$ are collected separately. The rational parts over the denominator 1296 are

$$-\frac{4819}{1296}+\frac{1773}{1296}-\frac{1312}{1296}=-\frac{4358}{1296}=-\frac{2179}{648}.$$

The coefficient of $\pi^2$ is $-\frac{49}{108}+\frac{9}{108}=-\frac{10}{27}$, that of $\pi^2\ln2$ is $2-\frac12=\frac32$, and that of $\zeta(3)$ is $-3+\frac34=-\frac94$. The answer to (a) is

$$B_{40}=\frac32\pi^2\ln2-\frac{10\pi^2}{27}-\frac{2179}{648}-\frac94\zeta(3)=1.879766-0.328479-1.012346=0.538941 .$$

It does not depend on $n$, because all three terms are proportional to $|\psi(0)|^2$. Rebuilt from the numerically found 1S weights and the quadrature value of $\Pi'$, it is $0.5389410$ against the exact $0.5389413$. The value $0.867420$ of the tempting solution is too large by $0.328479$, which is 61% of the correct value.

### Nuclear mass

For a nucleus of mass $M$ the Schrödinger problem has the reduced mass $m_r=mM/(m+M)$, the Bohr radius grows by $m/m_r$, and $|\psi(0)|^2$ acquires the factor $(m_r/m)^3$. The coefficient $1/(mc)^2$ of the contact operator comes from free-electron loops and keeps the electron mass. The moving nucleus also produces a magnetic field. Its coupling to the electron's moment is of spin-orbit form and vanishes for S states, and the $F_1'$ and $\Pi'$ corrections to the transverse exchange are suppressed by a further factor $(Z\alpha)^2$, up to a logarithm. At order $(Z\alpha)^4$ the shift is thus multiplied by $(m_r/m)^3$. For the folded Källén-Sabry potential the program measures the power of $m_r$ as $2.999998$. For the real proton the result refers to the hyperfine centroid, from which terms linear in $\mathbf I\cdot\mathbf S$ drop out, and its finite size is neglected.

### Hydrogen 1S

The prefactor for $Z=n=1$ is

$$\left(\frac\alpha\pi\right)^2\alpha^2E_h=5.395490\times10^{-6}\times5.325135\times10^{-5}\times27.2113862\ \text{eV}=7.818298\times10^{-9}\ \text{eV}.$$

The contributions of the slope, the anomalous moment and the polarization are $+14.6966\times10^{-9}$, $-2.5681\times10^{-9}$ and $-7.9148\times10^{-9}$ eV. For an infinitely heavy nucleus

$$\Delta E=7.818298\times10^{-9}\ \text{eV}\times0.5389413=4.213604\times10^{-9}\ \text{eV},$$

$$\Delta E/h=4.213604\times10^{-9}\times2.4179892\times10^{11}\ \text{kHz}=1018.8\ \text{kHz}.$$

With the proton mass $m_r/m=0.9994557$ and $(m_r/m)^3=0.9983679$, so

$$\Delta E=4.206727\times10^{-9}\ \text{eV},\qquad\Delta E/h=1017.2\ \text{kHz}.$$

These two pairs answer (b). The 2S shift is one eighth of the 1S shift, $5.258409\times10^{-10}$ eV with the reduced mass.

### What the digits mean

These numbers are the value of one term of an expansion in $Z\alpha$, and the full two-loop shift differs from it at relative order $Z\alpha$. One piece of the next order can be seen in closed form. In position space the irreducible Källén-Sabry potential is a sum of Yukawa terms, $-\frac{Z}{3r}\int(ds/s)\,r_1e^{-\sqrt s\,r}$, and in the Schrödinger 1S state $\langle e^{-\sqrt s\,r}/r\rangle=4Z^3\int_0^\infty r\,e^{-(2Z+\sqrt s)r}dr=4Z^3/(\sqrt s+2Z)^2$. The contact value $4Z^3/s$ is multiplied by $(1+2Z/\sqrt s)^{-2}\approx1-4Z/\sqrt s$, because the density falls off over the range of the Yukawa term. The reduction is largest at threshold, $\sqrt s=2mc$, where it is $2Z\alpha=2/137.036=1.5\%$ for hydrogen. The program evaluates the unexpanded term as $-1.0008016$ in place of $-1.0123457$, a reduction of $1.1\%$ relative to the contact value. In absolute terms the difference is $0.0115441\times7.818298\times10^{-9}$ eV $=9.0\times10^{-11}$ eV, about 2% of the whole $B_{40}$ shift. This belongs to one class of diagrams only, is not tested against a second route, and says nothing about the size or sign of the complete $(Z\alpha)^5$ coefficient, to which all the classes set aside above contribute. That coefficient is large. Its literature value, quoted here and not derived, is $B_{50}\approx-21.55$, so in hydrogen the next term is about $-29\%$ of the $B_{40}$ term, and the two become equal in size between $Z=3$ and $Z=4$. The $B_{40}$ term alone is therefore only a rough estimate of the full two-loop shift. The point-nucleus value of the $B_{40}$ term holds as long as the nuclear radius $R$ is small against the Bohr radius divided by $Z$. For a nucleus with normalized charge density $\rho_N$ one has $\nabla^2V=4\pi Z\rho_N$, so in the contact form of the operator $|\psi(0)|^2$ is replaced by the average of $|\psi|^2$ over the nucleus, a relative change of order $ZR$ with $R$ in Bohr radii. That estimate needs $R$ larger than the Compton wavelength $\alpha$. Real nuclei have $R\ll\alpha$, the radiative operator is then spread over a larger region than the nucleus, and the relative change is of order $Z\alpha\,(R/\alpha)^2$, about $10^{-7}$ for the Källén-Sabry term with the proton radius. A radius comparable with the Compton wavelength, $R\sim\alpha$, would therefore alter the $(Z\alpha)^5$ term but not $B_{40}$. The program and its output follow.

## Computed values

```
B40 exact = -10*pi**2/27 - 2179/648 - 9*zeta(3)/4 + 3*pi**2*log(2)/2
F1p = 0.4699415 (dimensionless)
4 F1p = 1.8797659 (dimensionless)
F2 = -0.3284790 (dimensionless)
Pip one loop, quadrature = 0.0666667 (dimensionless)
Pip two loop, quadrature = 0.2530864 (dimensionless)
-4 Pip = -1.0123457 (dimensionless)
B40 = 0.5389413 (dimensionless)
B40 from numerical weights = 0.5389410 (dimensionless)
infrared constant at lambda/m=1e-4 = -0.3748234 (dimensionless)
loop-insertion part of F1p = 0.0315890 (dimensionless)
loop-insertion part of F2 = 0.0156874 (dimensionless)
[a_e - alpha/2pi]/(alpha/pi)^2 = -0.3257446 (dimensionless)
power of m_r = 2.9999984 (dimensionless)
halving ratio Pi1^2 = 0.5004184 (dimensionless)
halving ratio Pi1*(F1-1) = 0.5003489 (dimensionless)
unexpanded irreducible KS term, H 1S = -1.0008016 (dimensionless)
1/alpha = 137.0359992 (dimensionless)
m_r/m = 0.9994557 (dimensionless)
(m_r/m)^3 = 0.9983679 (dimensionless)
weights of F1p, n=1,2,3 = 4.00000 4.00000 4.00000 (dimensionless)
weights of F2, n=1,2,3 = 1.00000 1.00000 1.00000 (dimensionless)
weights of Pip, n=1,2,3 = -4.00000 -4.00000 -4.00000 (dimensionless)
alpha/pi = 2.322819e-03, (alpha/pi)^2 = 5.395490e-06, alpha^2 = 5.325135e-05 (dimensionless)
Hartree energy = 27.2113862 eV
Bohr radius = 0.529177 angstrom
reduced Compton wavelength = 3.861593e-03 angstrom
|psi(0)|^2 1S, infinite mass = 2.14806 angstrom^-3
prefactor alpha^4 Eh/pi^2 = 7.818298e-09 eV
1 eV / h = 2.4179892e+11 kHz
1S F1 slope term, infinite mass = 1.469657e-08 eV
1S anomalous moment term, infinite mass = -2.568147e-09 eV
1S Kallen-Sabry term, infinite mass = -7.914821e-09 eV
B40 shift 1S infinite mass = 4.213604e-09 eV = 1018.845 kHz
B40 shift 1S reduced mass = 4.206727e-09 eV = 1017.182 kHz
B40 shift 2S reduced mass = 5.258409e-10 eV = 127.148 kHz
```
